\section*{Thermal-Field Deviation in a Stochastic Micromagnetic Cell}

\section*{Question}

A cubic micromagnetic cell of volume $V$ is uniformly magnetized. Its magnetization has fixed magnitude $M$ and direction $\mathbf m$, with $|\mathbf m|=1$. At temperature $T$ it obeys the classical stochastic Landau--Lifshitz--Gilbert equation
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B+\mathbf b)+\alpha\,\mathbf m\times\dot{\mathbf m},
\label{eq:gilbert}
\end{equation}
where $\gamma>0$ is the free-electron gyromagnetic ratio and $\alpha$ the Gilbert damping. The effective field $\mathbf B$ follows from the energy $E(\mathbf m)$ of the cell. The thermal field $\mathbf b$ is Gaussian white noise with zero mean and
\begin{equation}
\langle b_i(t)\,b_j(t')\rangle=2D\,\delta_{ij}\,\delta(t-t').
\label{eq:noise}
\end{equation}
Fields are flux densities in tesla. Products of $\mathbf m$ and $\mathbf b$ are read in the Stratonovich sense, so the ordinary rules of calculus apply.

Data: edge 2 nm, $M=1\times10^{6}$ A/m, $\alpha=0.01$, $T=300$ K, time step $\Delta t=10$ fs. These are round model parameters.

\begin{enumerate}
\item[(a)] Solve equation (\ref{eq:gilbert}) for $\dot{\mathbf m}$.
\item[(b)] For $\mathbf B=0$, find the rotational diffusion coefficient $D_r$ in terms of $D$, and the decay law of $\langle m_z\rangle$ for a cell that starts along $z$.
\item[(c)] Find the $D$ for which the Boltzmann distribution is stationary. How does it change if $\mathbf b$ is kept in the precession term of the explicit equation but dropped from its damping term?
\item[(d)] A simulation holds the thermal field constant during each step $\Delta t$. Find the standard deviation $\sigma$ of each Cartesian component.
\item[(e)] Evaluate $\sigma$ for the data, and explain how so large a field can be compatible with a small rotation per step.
\item[(f)] Find $\sigma$ for a 40 fs step and, separately, for a 4 nm edge. What goes wrong if the step is raised to 40 fs and $\sigma$ is left at its 10 fs value? State when the formula for $\sigma$ ceases to be reliable.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Explicit equation of motion}

Write $\mathbf F=\mathbf B+\mathbf b$. Both terms on the right of (\ref{eq:gilbert}) are perpendicular to $\mathbf m$, so $\mathbf m\cdot\dot{\mathbf m}=0$ and
\[
\mathbf m\times(\mathbf m\times\dot{\mathbf m})=\mathbf m(\mathbf m\cdot\dot{\mathbf m})-\dot{\mathbf m}=-\dot{\mathbf m}.
\]
Taking $\mathbf m\times$ of (\ref{eq:gilbert}) therefore gives
\[
\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf F)-\alpha\dot{\mathbf m}.
\]
Inserting this in the last term of (\ref{eq:gilbert}) and collecting $\dot{\mathbf m}$ on the left yields
\[
(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf F-\alpha\gamma\,\mathbf m\times(\mathbf m\times\mathbf F).
\]
With $\gamma'=\gamma/(1+\alpha^2)$ and the tangential field $\mathbf F_\perp=\mathbf F-\mathbf m(\mathbf m\cdot\mathbf F)=-\mathbf m\times(\mathbf m\times\mathbf F)$, this is
\begin{equation}
\dot{\mathbf m}=\gamma'\left(-\mathbf m\times\mathbf F+\alpha\mathbf F_\perp\right).
\label{eq:explicit}
\end{equation}
The first term is precession. The second turns $\mathbf m$ towards the field.

\subsection*{(b) Diffusion at zero applied field}

Choose tangent unit vectors $\mathbf u,\mathbf v$ with $\mathbf u\times\mathbf v=\mathbf m$. Then $\mathbf m\times\mathbf u=\mathbf v$ and $\mathbf m\times\mathbf v=-\mathbf u$, and (\ref{eq:explicit}) with $\mathbf F=\mathbf b$ becomes
\[
\dot{\mathbf m}=\gamma'\left[(b_v+\alpha b_u)\,\mathbf u+(-b_u+\alpha b_v)\,\mathbf v\right].
\]
Since $b_u$ and $b_v$ are uncorrelated and equally strong, each bracketed component has noise strength $(1+\alpha^2)D$. Their cross-correlation is proportional to $\alpha-\alpha=0$. In a short time $t$ each tangential displacement thus has variance $2D_rt$, with
\begin{equation}
D_r=\gamma'^2(1+\alpha^2)D=\frac{\gamma^2D}{1+\alpha^2}.
\label{eq:dr}
\end{equation}

In the Stratonovich reading $\mathbf m$ is correlated with the noise, which could in principle add a mean tangential drift. Here there is none: with $\mathbf B=0$ the law of motion is unchanged by rotations about $\mathbf m$, and no tangent vector is invariant under them. The motion is isotropic diffusion on the unit sphere.

Let $\boldsymbol\xi$ be the tangential displacement in a short time $dt$. Fixed length requires the component along the old direction to become $\sqrt{1-\xi^2}\simeq1-\xi^2/2$. The two tangential directions give $\langle\xi^2\rangle=4D_r\,dt$, so on average this component shrinks by the fraction $2D_r\,dt$. Hence
\begin{equation}
\frac{d\langle m_z\rangle}{dt}=-2D_r\langle m_z\rangle,
\qquad \langle m_z\rangle=e^{-2D_rt}.
\label{eq:decay}
\end{equation}

\subsection*{(c) Noise strength from thermal equilibrium}

Let $P(\mathbf m,t)$ be the probability density per unit solid angle and $\nabla_s$ the gradient on the unit sphere. The effective field satisfies $\mathbf B_\perp=-\nabla_sE/(MV)$; for a uniform applied field, $E=-MV\,\mathbf m\cdot\mathbf B$ reproduces this sign. Adding the drift from (\ref{eq:explicit}) to the diffusion gives
\begin{equation}
\frac{\partial P}{\partial t}=-\nabla_s\cdot\mathbf J,\qquad
\mathbf J=\frac{\gamma'}{MV}\left(\mathbf m\times\nabla_sE-\alpha\nabla_sE\right)P-D_r\nabla_sP.
\label{eq:fp}
\end{equation}

Insert $P_0\propto e^{-E/k_BT}$, for which $\nabla_sP_0=-P_0\nabla_sE/(k_BT)$. The precession current has zero divergence, because $\nabla_s\cdot(\mathbf m\times\nabla_sE)=0$ and $(\mathbf m\times\nabla_sE)\cdot\nabla_sP_0=0$: it circulates along energy contours. The remaining current is
\[
c\,P_0\nabla_sE,\qquad c=\frac{D_r}{k_BT}-\frac{\alpha\gamma'}{MV}.
\]
Stationarity requires $c\,\nabla_s\cdot(P_0\nabla_sE)=0$. Multiplying by $E$ and integrating by parts over the closed sphere gives $-c\int P_0|\nabla_sE|^2d\Omega=0$. The integral is positive unless $E$ is constant, so $c=0$. With (\ref{eq:dr}),
\[
\frac{\gamma^2D}{1+\alpha^2}=\frac{\alpha\gamma k_BT}{(1+\alpha^2)MV},
\]
and the factors $1+\alpha^2$ cancel:
\begin{equation}
D=\frac{\alpha k_BT}{\gamma MV}.
\label{eq:d}
\end{equation}
The same coupling to the surroundings causes damping and noise, so $D$ vanishes with $\alpha$.

If the noise acts in the precession term alone, the tangential velocity is $-\gamma'\mathbf m\times\mathbf b$. The diffusion is still isotropic, but $D_r=\gamma'^2D$. The condition $c=0$ then gives
\[
D_{\rm prec}=\frac{\alpha k_BT}{\gamma'MV}=(1+\alpha^2)\frac{\alpha k_BT}{\gamma MV}.
\]
For $\alpha=0.01$ the deviation changes by a factor of only 1.00005. Both results were tested at $\alpha=0.30$, where the difference is visible, by imposing stationarity on averages of several functions over the sphere. The strengths found, relative to (\ref{eq:d}), were 1.00 and 1.09.

\subsection*{(d) Noise averaged over a time step}

The constant field representing one step is the average $\bar b_i=(1/\Delta t)\int_0^{\Delta t}b_i(t)\,dt$. Its mean is zero, and (\ref{eq:noise}) gives its variance:
\[
\langle\bar b_i^2\rangle=\frac{1}{\Delta t^2}\int_0^{\Delta t}\!\!dt\int_0^{\Delta t}\!\!dt'\,2D\,\delta(t-t')
=\frac{2D}{\Delta t}.
\]
With (\ref{eq:d}),
\begin{equation}
\sigma=\sqrt{\frac{2\alpha k_BT}{\gamma MV\Delta t}}.
\label{eq:sigma}
\end{equation}
Different components, and averages over different steps, are uncorrelated. Being jointly Gaussian, they are independent and can be drawn separately.

\subsection*{(e) Numerical value and its meaning}

The volume is $V=(2\times10^{-9}\ \mathrm m)^3=8.000\times10^{-27}\ \mathrm{m^3}$, so $MV=8.000\times10^{-21}$ J/T. The thermal energy is $k_BT=4.142\times10^{-21}$ J. Then
\begin{align*}
2\alpha k_BT&=0.02\times4.142\times10^{-21}\ \mathrm J=8.284\times10^{-23}\ \mathrm J,\\
\gamma MV\Delta t&=(1.76086\times10^{11})(8.000\times10^{-21})(10^{-14})\ \mathrm{J/T^2}\\
&=1.4087\times10^{-23}\ \mathrm{J/T^2},\\
\sigma&=\sqrt{5.881\ \mathrm{T^2}}=2.425\ \mathrm T.
\end{align*}
The thermal-field deviation is therefore about 2.4 T per component. Division by $\mu_0$ gives $1.93\times10^{6}$ A/m. The mean of each component is zero, and the root-mean-square length of the whole vector is $\sqrt3\,\sigma=4.20$ T.

This field lasts for one step. The corresponding rotation about a given perpendicular axis, to leading order in $\alpha$, has deviation $\gamma\sigma\Delta t=0.00427$ rad. Successive rotations are independent with zero mean, so their variances add. While the accumulated angle is small, its deviation therefore grows only as the square root of the number of steps. From (\ref{eq:dr}) and (\ref{eq:d}),
\[
D_r=\frac{\alpha\gamma k_BT}{(1+\alpha^2)MV},
\]
and the relaxation time $1/(2D_r)$ is 0.5485 ns, or about $5.5\times10^4$ steps. A steady field of 2.4 T would instead turn the moment coherently.

The value 2.4 T thus belongs to the chosen time resolution. The step-independent measure of the noise is $D=\sigma^2\Delta t/2=2.94\times10^{-14}\ \mathrm{T^2\,s}$.

\subsection*{(f) Scaling, a wrong step change, and limits}

Equation (\ref{eq:sigma}) gives $\sigma\propto(V\Delta t)^{-1/2}$. A fourfold step halves the deviation, to 1.21 T at 40 fs. Doubling the edge multiplies $V$ by eight and divides $\sigma$ by $\sqrt8$, which gives 0.857 T at the original step.

If $\sigma$ is left at 2.425 T while the step becomes 40 fs, the noise strength $\sigma^2\Delta t/2$ is four times too large. Since the damping is unchanged, (\ref{eq:d}) shows that the cell equilibrates at $4T=1200$ K instead of 300 K.

The error also appears in the zero-field decay. After 20 ps, (\ref{eq:decay}) predicts a loss $1-\langle m_z\rangle=0.0358$. Direct integration of the stochastic equation gave 0.0359 with 10 fs steps and 0.0356 with correctly scaled 40 fs steps. With the unscaled deviation it gave 0.1367, against 0.1357 predicted for a fourfold diffusion rate.

A field of 1 T along $z$ provides a check on the equilibrium itself. With $x=MVB/(k_BT)=1.9315$ and $\mu=m_z$, the Boltzmann weight is $e^{x\mu}$, and
\[
Z=\int_{-1}^{1}e^{x\mu}d\mu=\frac{2\sinh x}{x},\qquad
\langle m_z\rangle=\frac{d\ln Z}{dx}=\coth x-\frac1x=0.5252.
\]
A long integration with 200 fs steps, and $\sigma$ scaled accordingly, gave 0.5237. The simulated values carry sampling errors of about 0.0006 for the two correctly scaled losses, 0.002 for the unscaled one and roughly 0.01 for the equilibrium average, so the agreement holds to that accuracy. At $\alpha=0.01$ these runs do not resolve the factor $1+\alpha^2$.

Long and short steps raise different problems. A long step leaves (\ref{eq:sigma}) correct as an average of white noise but can spoil the integration. A short step does not harm the integration of the white-noise model, but $\sigma$ may then lose its meaning as a physical field average. For long steps, $\gamma\sigma\Delta t$ grows as $\sqrt{\Delta t}$ and the precession angle $\gamma B\Delta t$ grows as $\Delta t$; both must remain small. This holds even if each step is integrated exactly: a field held constant over $\Delta t$ carries less noise power at the precession frequency, by the factor $[\sin(\phi/2)/(\phi/2)]^2$ with $\phi=\gamma B\Delta t$, so at weak damping the cell settles too cold once $\phi$ approaches 1. Heun's scheme is more demanding. It enlarges the precessing component by about $\phi^4/8$ per step, against a damping of order $\alpha\phi$, and so needs $\phi^3\ll8\alpha$. The 200 fs step at 1 T, with $\phi=0.035$, satisfies this. For $\Delta t\to0$, $\sigma$ diverges because white noise has no correlation time. Noise from a real environment has a finite one, and once $\Delta t$ is no longer much longer than it, (\ref{eq:sigma}) does not describe the physical field average. At 300 K the quantum thermal time $\hbar/(k_BT)$ is already 25 fs, longer than the 10 fs step. The 2.4 T found above is therefore a numerical input that gives the slow motion of $\mathbf m$ the right noise strength, not a prediction for a measured 10 fs average.

The relaxation time and the Langevin average above refer to an isolated cell. In a mesh of exchange-coupled cells each cell receives the same $\sigma$, but the thermal loss of mean magnetization then depends on the cell size. For edge $a$ and exchange stiffness $A$, the classical spin-wave estimate on a simple cubic mesh is about $0.25\,k_BT/(2Aa)$, roughly 2\% at 2 nm and 1\% at 4 nm for $A=1.3\times10^{-11}$ J/m at 300 K. Thermal results therefore do not converge simply by refining the mesh at fixed $M$ and $A$. The model also assumes classical fluctuations and a fixed magnetization length. It fails when quantum statistics matter for the relevant frequencies, or when heating changes the magnitude of $M$ appreciably, as it does near the Curie temperature.

\section*{Computed values}
\begin{verbatim}
Cell edge: 2.0 nm
Magnetization: 1.000e+06 A/m
Damping: 0.010
Temperature: 300.0 K
Time step: 10.0 fs
Gyromagnetic ratio: 1.76086e+11 rad/(s T)
Cell volume: 8.000e-27 m^3
Cell moment M V: 8.000e-21 J/T
Thermal energy kB T: 4.1419e-21 J
Numerator 2 alpha kB T: 8.2839e-23 J
Denominator gamma M V dt: 1.4087e-23 J/T^2
Variance per component: 5.8806 T^2
Deviation per component: 2.4250 T
Deviation per component, H field: 1.9297e+06 A/m
Noise strength D: 2.9403e-14 T^2 s
RMS length of random vector: 4.200 T
Rotation scale gamma sigma dt: 0.00427 rad
Zero-field relaxation time: 0.5485 ns
Deviation at 40 fs step: 1.2125 T
Deviation at 4 nm edge, original step: 0.8574 T
Precession-only noise, deviation factor: 1.000050 (dimensionless)
Quadrature test, damping: 0.30
Quadrature D / derived D, full noise: 1.00000000
Quadrature D / derived D, precession-only noise: 1.09000000
Decay test duration: 20.0 ps
Loss 1-<m_z>, theory: 0.0358
Loss 1-<m_z>, simulated at 10 fs: 0.0359
Loss 1-<m_z>, simulated at 40 fs: 0.0356
Loss at 40 fs with unscaled deviation: 0.1367
Theory for fourfold diffusion rate: 0.1357
Equilibrium test field: 1.0 T
Equilibrium test step: 200 fs
Moment times field over kB T: 1.9315
Equilibrium <m_z>, Langevin: 0.5252
Equilibrium <m_z>, simulated: 0.5237
\end{verbatim}
